\section*{Variational binding of a donor centred in an infinite quantum well}

\section{Problem}

An electron of isotropic effective mass $m^*$ is bound to a singly charged donor at the centre of a well with impenetrable walls at $z=\pm L/2$. The relative permittivity $\epsilon$ is the same everywhere, so there are no image charges. Lengths are measured in the effective Bohr radius $a^*=4\pi\epsilon_0\epsilon\hbar^2/(m^*e^2)$ and energies in the effective rydberg $\mathrm{Ry}^*=\hbar^2/(2m^*a^{*2})$. Then
\begin{equation}
H=-\nabla^2-\frac{2}{r},\qquad r^2=\rho^2+z^2,\qquad \psi=0\ \text{at}\ z=\pm L/2 .
\end{equation}
Without the donor the lowest energy is that of the first subband, $\pi^2/L^2$. The binding energy is the work needed to free the electron into that subband,
\begin{equation}
E_b(L)=\frac{\pi^2}{L^2}-E_0(L),
\end{equation}
where $E_0$ is the ground energy of $H$.

Estimate $E_b$ with a trial function that has one parameter. How does the estimate change as the well is narrowed, and what are its limits for very wide and very narrow wells? Does the exact binding share these limits? Evaluate the case $L=1\,a^*$.

\section{A tempting solution}

The walls act on the motion along $z$ and leave the motion in the plane free. It seems reasonable to keep the bulk donor orbital $e^{-r}$ and multiply it by the subband function:
\begin{equation}
\psi=\cos(\pi z/L)\,e^{-r}.
\end{equation}
In a very wide well the cosine is nearly 1 near the donor, and the binding is the bulk value, 1. In a very narrow well $r\to\rho$ and the function becomes a product. The cosine contributes $\pi^2/L^2$, which cancels in $E_b$. The planar factor $e^{-\rho}$ has kinetic energy 1, because $|\nabla e^{-\rho}|^2=e^{-2\rho}$, and
\begin{equation}
\left\langle\frac1\rho\right\rangle=\frac{\int_0^\infty e^{-2\rho}\,d\rho}{\int_0^\infty \rho\,e^{-2\rho}\,d\rho}=\frac{1/2}{1/4}=2 .
\end{equation}
The binding would then be $2\cdot2-1=3$, and one would conclude that it rises from 1 to 3.

\section{Where it fails}

The integrals are right. The fault is the frozen orbital radius. Replace $e^{-\rho}$ by $e^{-a\rho}$: the kinetic energy becomes $a^2$ and $\langle1/\rho\rangle$ becomes $2a$, so the narrow-well binding is $4a-a^2$. Its derivative $4-2a$ equals 2 at $a=1$, so the frozen orbital is not stationary. Squeezing the electron towards the plane of the donor strengthens the mean attraction, and the orbital gains by contracting within the plane, although no wall pushes it there. The value 3 is a valid lower bound to the narrow-well limit of the binding, but it is not the limit itself. The decay parameter must be varied at each width.

\section{Solution}

\subsection{Removing the subband energy}

Take $\psi=f\varphi$ with $f=\cos(\pi z/L)$ and $\varphi=e^{-ar}$, $a>0$. Since $\nabla\psi=f\nabla\varphi+\varphi\nabla f$,
\begin{equation}
|\nabla\psi|^2=f^2|\nabla\varphi|^2+\varphi^2f'^2+ff'\,\partial_z(\varphi^2).
\end{equation}
Integrate the last term by parts in $z$. The boundary term vanishes because $f=0$ at the walls, which leaves $-\int\varphi^2(f'^2+ff'')$. The terms in $f'^2$ cancel, and $f''=-(\pi^2/L^2)f$ gives
\begin{equation}
\int|\nabla\psi|^2=\frac{\pi^2}{L^2}\int\psi^2+\int f^2|\nabla\varphi|^2 .
\end{equation}
For the exponential, $|\nabla\varphi|^2=a^2\varphi^2$. Hence $\langle H\rangle=\pi^2/L^2+a^2-2\langle1/r\rangle$. As $E_0\le\langle H\rangle$,
\begin{equation}
E_b\ \ge\ B(a,L)=2\left\langle\frac1r\right\rangle-a^2 .
\end{equation}

\subsection{The mean attraction}

At fixed $z$, $\rho\,d\rho=r\,dr$ and $r$ runs from $|z|$ to infinity. The two planar integrals are
\begin{align}
\int_0^\infty\frac{e^{-2ar}}{r}\,\rho\,d\rho&=\int_{|z|}^\infty e^{-2ar}dr=\frac{e^{-2a|z|}}{2a},\\
\int_0^\infty e^{-2ar}\rho\,d\rho&=\int_{|z|}^\infty r\,e^{-2ar}dr=\frac{e^{-2a|z|}}{2a}\left(|z|+\frac1{2a}\right).
\end{align}
Multiply each by $f^2$, integrate over $z$ and divide. With $m$ the mean of $|z|$ under the weight $w=\cos^2(\pi z/L)\,e^{-2a|z|}$,
\begin{equation}
\left\langle\frac1r\right\rangle=\frac{1}{m+1/(2a)}=\frac{2a}{1+2am},\qquad
B(a,L)=\frac{4a}{1+2am}-a^2 .
\label{eq:B}
\end{equation}

To find $m$, set $b=2a$, $h=L/2$, $q=2\pi/L$ and $I(b)=\int_0^h\cos^2(\pi z/L)e^{-bz}dz$. Differentiation with respect to $b$ brings down $-z$, so $m=-I'(b)/I(b)$. Write $\cos^2(\pi z/L)=\tfrac12(1+\cos qz)$. Because $e^{iqh}=e^{i\pi}=-1$,
\begin{equation}
\int_0^h e^{-bz}\cos qz\,dz=\mathrm{Re}\,\frac{1-e^{-(b-iq)h}}{b-iq}=\frac{b\,(1+e^{-bh})}{b^2+q^2}.
\end{equation}
With $\eta=e^{-bh}$ this gives
\begin{align}
I&=\frac12\left[\frac{1-\eta}{b}+\frac{b(1+\eta)}{b^2+q^2}\right],\\
I'&=\frac12\left[\frac{h\eta}{b}-\frac{1-\eta}{b^2}+\frac{(1+\eta)(q^2-b^2)}{(b^2+q^2)^2}-\frac{bh\eta}{b^2+q^2}\right].
\end{align}
The estimate is $B(L)=\max_aB(a,L)$, a maximization over one number.

\subsection{The estimate rises as the well narrows}

Hold $a$ fixed and work on $0<z<L/2$. Then $\partial_Lw=g\,w$ with
\begin{equation}
g(z)=\partial_L\ln\cos^2\frac{\pi z}{L}=\frac{2\pi z}{L^2}\tan\frac{\pi z}{L}.
\end{equation}
The moving endpoint contributes nothing, since $w=0$ there. Differentiating the quotient that defines $m$ gives
\begin{equation}
\frac{dm}{dL}=\langle zg\rangle-\langle z\rangle\langle g\rangle=\tfrac12\big\langle(z-z')\,(g(z)-g(z'))\big\rangle>0 ,
\end{equation}
where $z$ and $z'$ are drawn independently from $w$. The sign follows because $g$ increases with $z$. By \eqref{eq:B}, $B(a,L)$ falls as $m$ grows, so at fixed $a$ it rises when $L$ shrinks. The maximum inherits this: if $L_1<L_2$ and $a_2$ is the best parameter at $L_2$, then $B(L_1)\ge B(a_2,L_1)>B(a_2,L_2)=B(L_2)$.

As $L$ runs from 0 to infinity, $m$ grows from 0 to $1/(2a)$, the mean of $|z|$ under $e^{-2a|z|}$ alone. Therefore
\begin{equation}
2a-a^2<B(a,L)<4a-a^2 .
\end{equation}
The left side has its maximum 1 at $a=1$, and the right side its maximum 4 at $a=2$, so $1<B(L)<4$ at every finite width.

\subsection{Bounds from above and the two limits}

Two inequalities limit the exact binding. First, $r\ge\rho$ gives $-2/r\ge-2/\rho$, so $H$ is bounded below by a separable operator. Its planar part has the nodeless eigenfunction $e^{-2\rho}$:
\begin{equation}
\left(-\frac{d^2}{d\rho^2}-\frac1\rho\frac{d}{d\rho}-\frac2\rho\right)e^{-2\rho}=\left(-4+\frac2\rho-\frac2\rho\right)e^{-2\rho}=-4\,e^{-2\rho}.
\end{equation}
Hence $E_0\ge\pi^2/L^2-4$. Second, any function that vanishes at the walls, continued by zero outside, is a trial function for the bulk donor, whose ground energy is $-1$. Hence $E_0\ge-1$. Together,
\begin{equation}
B(L)\le E_b(L)\le\min\left(4,\ 1+\frac{\pi^2}{L^2}\right).
\label{eq:sandwich}
\end{equation}
For $L\to\infty$ both $B$ and $E_b$ are squeezed to 1. For $L\to0$, $B(L)\ge B(2,L)\to4$, and both tend to 4. The exact binding therefore shares the limits of the estimate, 1 and 4 effective rydbergs. The proof of monotonic growth covers the estimate; for the exact binding the evidence is numerical.

\subsection{Approach to the limits}

In a narrow well, expand \eqref{eq:B} to first order in $m$: $B\approx4a-a^2-8a^2m$. The shift of the best $a$ away from 2 is of order $L$ and, at a maximum, changes $B$ only at order $L^2$. To leading order the exponential in $w$ is 1, and
\begin{equation}
m\approx\frac{\int_0^{L/2}z\cos^2(\pi z/L)\,dz}{\int_0^{L/2}\cos^2(\pi z/L)\,dz}=\frac{L^2/16-L^2/(4\pi^2)}{L/4}=L\left(\frac14-\frac1{\pi^2}\right).
\end{equation}
With $a=2$ this gives $B\approx4-32\left(\tfrac14-\tfrac1{\pi^2}\right)L\approx4-4.76\,L$. The limit is approached linearly: at $L=0.01$ the estimate is 3.953.

In a wide well, $\cos^2(\pi z/L)\approx1-\pi^2z^2/L^2$. Under $e^{-2az}$ the means of $z,z^2,z^3$ are $1/(2a)$, $1/(2a^2)$, $3/(4a^3)$, so
\begin{equation}
m\approx\frac1{2a}-\frac{\pi^2}{L^2}\left(\frac3{4a^3}-\frac1{4a^3}\right)=\frac1{2a}-\frac{\pi^2}{2a^3L^2}.
\end{equation}
Inserting this in \eqref{eq:B} gives
\begin{equation}
B(a,L)\approx2a-a^2+\frac{\pi^2}{aL^2},\qquad a_{\rm best}\approx1-\frac{\pi^2}{2L^2},\qquad B\approx1+\frac{\pi^2}{L^2}.
\end{equation}
To this order the total energy stays at $-1$, and the gain in binding is the rise of the subband from which it is measured. The best $a$ lies slightly below 1 because the added term $\pi^2/(aL^2)$ decreases as $a$ grows.

\section{Numbers}

For $L=1$ the subband energy is 9.870. Three values of $a$ show the balance:
\begin{align}
a=1:&\quad \frac{4}{1+2(0.1289)}-1=3.180-1=2.180,\\
a=2:&\quad \frac{8}{1+4(0.11188)}-4=5.527-4=1.527,\\
a=1.233:&\quad 2(1.886)-1.520=2.252 .
\end{align}
The last is the maximum. The frozen orbital falls only 3\% below it here, so its fault is hard to see at this width and becomes plain in the narrow limit. The trial energy, $9.870-2.252=7.618$, is positive, yet the electron is bound, because it lies below the subband edge.

For round model parameters $m^*=0.1$ electron masses and $\epsilon=10$, $1\,a^*=5.29$ nm and $1\,\mathrm{Ry}^*=13.61$ meV. The well is then 5.29 nm wide and the estimate is 30.6 meV. This value is for hard walls. The subband energy is 134 meV, which is not small against barriers of a few hundred meV. Behind such barriers the electron would leak out of the well, and its binding would be weaker than in the hard-wall model.

The quality of the one-parameter function can be judged by a larger variational calculation, with products of well subbands and planar Gaussians $e^{-\alpha\rho^2}$ as basis. It also bounds the binding from below. Reducing its basis changed the results by at most $3\times10^{-4}$.

\begin{center}
\begin{tabular}{ccccc}
$L$ & best $a$ & $B(L)$ & large basis & upper bound\\
0.25 & 1.623 & 3.194 & 3.264 & 4.000\\
0.5 & 1.434 & 2.754 & 2.857 & 4.000\\
1 & 1.233 & 2.252 & 2.369 & 4.000\\
2 & 1.059 & 1.768 & 1.866 & 3.467\\
4 & 0.954 & 1.377 & 1.432 & 1.617\\
8 & 0.951 & 1.135 & 1.149 & 1.154
\end{tabular}
\end{center}

Among these widths the absolute shortfall of the estimate is largest at $L=1$, where it is 0.117, or 4.9\% of the large-basis value. The relative shortfall is largest at $L=2$, where it is 5.2\% of the large-basis value. The large-basis binding also rises at each step to a narrower well. Further values are in the numerical output.

The limit of 4 belongs to hard walls. With barriers of finite height, a well of vanishing width disappears, and the electron is left with a donor in bulk barrier material. The binding then returns to the bulk value of that material instead of approaching the planar one. The effective-mass description itself also requires $L$ to be much larger than the lattice spacing.

\section*{Table of computed values}
\begin{verbatim}
Lengths in a*, energies in Ry*, decay parameter a in 1/a*
width L | best a | trial binding | large-basis binding | upper bound
 0.25 | 1.6227 | 3.1942 | 3.2638 | 4.0000
 0.50 | 1.4342 | 2.7539 | 2.8569 | 4.0000
 1.00 | 1.2331 | 2.2519 | 2.3688 | 4.0000
 2.00 | 1.0585 | 1.7677 | 1.8656 | 3.4674
 4.00 | 0.9543 | 1.3769 | 1.4316 | 1.6169
 8.00 | 0.9506 | 1.1348 | 1.1488 | 1.1542
largest shortfall of trial binding: 0.1170 Ry* at L = 1.00 a*
that shortfall relative to large basis: 4.94 percent
largest change on reducing the large basis: 2.9e-04 Ry*
extreme width L = 0.01 a*: a = 1.9768 1/a*, trial binding = 3.95338 Ry*
extreme width L = 100 a*: a = 0.9995 1/a*, trial binding = 1.00099 Ry*
narrow-well slope: formula 4.7577, found at L = 0.001 a*: 4.7479 Ry*/a*
wide-well coefficient: formula 9.8696, found at L = 200 a*: 9.8678 Ry* a*^2
planar Coulomb ground energy, Gaussian basis: -4.0000 Ry*
Worked example: L = 1.0 a*, subband energy = 9.8696 Ry*
a = 1.0000 1/a*: m = 0.12890 a*, <1/r> = 1.5901 1/a*,
   gradient cost a^2 = 1.0000 Ry*, binding = 2.1802 Ry*
a = 2.0000 1/a*: m = 0.11188 a*, <1/r> = 2.7633 1/a*,
   gradient cost a^2 = 4.0000 Ry*, binding = 1.5267 Ry*
a = 1.2331 1/a*: m = 0.12468 a*, <1/r> = 1.8862 1/a*,
   gradient cost a^2 = 1.5205 Ry*, binding = 2.2519 Ry*
trial total energy: 7.6177 Ry*
model mass = 0.1 electron masses, relative permittivity = 10
1 a* = 5.2918 nm, 1 Ry* = 13.6057 meV
worked example: width = 5.292 nm, trial binding = 30.64 meV
\end{verbatim}
